\section*{How a Growing Interaction Moves an Activation-Strain Barrier Earlier}

\section{Two precursors on the same surface}

An aluminium alkyl molecule settles on a hydroxylated oxide surface and forms an adduct. A proton then passes from the hydroxyl group to an alkyl ligand, which leaves as an alkane. The O--H bond must stretch before the new C--H bond has fully formed. In the case considered here the cost of stretching at first outpaces the gain from the new bond, so the energy rises and then falls. Suppose that a second precursor deforms at the same cost but binds the arriving proton slightly more strongly. Its barrier should change, but it is less obvious whether the O--H bond will be more or less stretched at the top.

The activation-strain model separates the two influences. Let $\zeta$ be a reaction coordinate that increases from reactants to products; here it is the stretch of the O--H bond. At each $\zeta$ the reacting system is divided into fragments $A$ and $B$. Let $E_A(\zeta)$ and $E_B(\zeta)$ be the energies of the isolated fragments, held in the shapes they have at $\zeta$, and let $E_A^0$ and $E_B^0$ be their relaxed energies. The strain and the interaction are
\begin{align}
S(\zeta)&=[E_A(\zeta)-E_A^0]+[E_B(\zeta)-E_B^0],\\
I(\zeta)&=E_{AB}(\zeta)-E_A(\zeta)-E_B(\zeta).
\end{align}
When they are added, the energies of the deformed fragments cancel:
\begin{equation}
S(\zeta)+I(\zeta)=E_{AB}(\zeta)-E_A^0-E_B^0\equiv E(\zeta).
\label{eq:sum}
\end{equation}
Thus $E$ is measured from separated, relaxed reactants. A negative $I$ is stabilizing.

The second precursor is described by
\begin{equation}
E_\lambda(\zeta)=S(\zeta)+I(\zeta)+\lambda g(\zeta),\qquad \lambda>0,
\label{eq:perturbed}
\end{equation}
where $\lambda$ is an energy and $g$ is a dimensionless shape, negative where the extra interaction stabilizes. The sequence of geometries is held fixed in this comparison, and both precursors are assumed to deform at the same cost, so $S(\zeta)$ is the same for both. Equal geometries alone would not ensure this: real precursors generally differ in strain as well. Relaxation of other coordinates is treated later. All curves are taken to be smooth, and primes denote $d/d\zeta$.

The phrase ``strengthening along the coordinate'' will mean $g'<0$: the extra stabilization grows as the reaction proceeds. Stabilization by itself, $g<0$, does not decide the direction of the shift.

\section{First derivation: balance of slopes}

\subsection{The transition-state condition}

A transition state at $\zeta_0$ is a local maximum of $E$ along the path, so $E'(\zeta_0)=0$. Differentiating Eq.~\eqref{eq:sum} gives
\begin{equation}
S'(\zeta_0)+I'(\zeta_0)=0
\quad\Longrightarrow\quad
S'(\zeta_0)=-I'(\zeta_0).
\label{eq:balance}
\end{equation}
One further step along the path costs as much strain as it gains in interaction. The slopes are equal and opposite; the energies $S$ and $-I$ need not be equal, and their difference is the height of the transition state.

The adduct minimum obeys the same slope condition. What distinguishes an ordinary maximum is
\begin{equation}
E''(\zeta_0)=S''(\zeta_0)+I''(\zeta_0)<0 .
\label{eq:curv}
\end{equation}
Between the adduct and the next maximum, $E'>0$, or $S'>-I'$: strain grows faster than the interaction strengthens. Just beyond the maximum this order is reversed.

\subsection{The displacement}

Let the new maximum lie at $\zeta_0+\delta$. It satisfies
\begin{equation}
E'(\zeta_0+\delta)+\lambda g'(\zeta_0+\delta)=0 .
\end{equation}
Expanding both terms about $\zeta_0$ gives
\begin{equation}
E'(\zeta_0)+E''(\zeta_0)\delta+\tfrac12E'''(\zeta_0)\delta^2
+\lambda g'(\zeta_0)+\lambda g''(\zeta_0)\delta+\cdots=0 .
\label{eq:expand}
\end{equation}
The first term vanishes. Since $\delta$ is itself of order $\lambda$, the terms in $\delta^2$ and $\lambda\delta$ are of second order. The first-order terms give
\begin{equation}
E''(\zeta_0)\delta+\lambda g'(\zeta_0)=0
\quad\Longrightarrow\quad
\boxed{\;\delta=-\frac{\lambda g'(\zeta_0)}{E''(\zeta_0)}\;}
\label{eq:shift}
\end{equation}
For strengthening along the coordinate, $g'(\zeta_0)<0$. The denominator is also negative, so the quotient is positive and the leading minus sign makes $\delta<0$. The barrier is earlier.

In terms of slopes, the added interaction makes the total slope at the old summit equal to $\lambda g'(\zeta_0)<0$. The system is already going downhill there, so for a small perturbation the balance is reached earlier. For a given $\lambda g'(\zeta_0)$, a sharply curved summit moves less than a broad one, because its slope changes more quickly with position.

Equation~\eqref{eq:expand} also shows when the result is reliable without a chance cancellation of neglected terms: $|\lambda g''|$ and $\tfrac12|E'''\delta|$ must both be small compared with $|E''|$, and so must the higher terms, such as $\tfrac16|E''''\delta^2|$. A small $\lambda$ alone is no guarantee if the summit is nearly flat.

Two other cases follow from Eq.~\eqref{eq:shift}. A uniform stabilization has $g'=0$ and leaves the maximum in place. A stabilization that fades along the path has $g<0$ but $g'>0$, and moves the maximum later.

\subsection{The height}

Insert the displacement into the energy and keep terms through second order:
\begin{align}
E_\lambda(\zeta_0+\delta)-E(\zeta_0)
&=\lambda g+\lambda g'\delta+\tfrac12E''\delta^2+O(\lambda^3)\nonumber\\
&=\lambda g-\frac{\lambda^2g'^2}{E''}+\frac{\lambda^2g'^2}{2E''}+O(\lambda^3)\nonumber\\
&=\lambda g+\frac{\lambda^2g'^2}{2|E''|}+O(\lambda^3),
\label{eq:height}
\end{align}
with all functions on the right evaluated at $\zeta_0$. The last line uses $E''=-|E''|$. A second-order correction $\delta_2$ to the displacement does not affect the terms kept here: $E'\delta_2$ vanishes because the energy is stationary at $\zeta_0$, and the other products containing $\delta_2$ are of third order or higher. To first order the height therefore changes by the extra interaction at the old summit; the movement of the summit matters at second order.

If the barrier is measured from the adduct at $\zeta_R$, the adduct's own change must be subtracted. It is $\lambda g(\zeta_R)$ to first order, so
\begin{equation}
\delta(\Delta E^\ddagger)=\lambda[g(\zeta_0)-g(\zeta_R)]+O(\lambda^2).
\label{eq:barrier}
\end{equation}
An interaction that grows between adduct and summit lowers this barrier. A uniform one leaves it unchanged, and a fading one raises it, even though the transition state may fall relative to separated reactants.

\section{Second derivation: comparison of energies}

\subsection{The slope condition from finite steps}

The same results can be reached by comparing energies instead of solving for a zero of the slope. At a local maximum, a small step $h>0$ in either direction cannot raise the energy. For the forward step,
\begin{equation}
S(\zeta_0+h)-S(\zeta_0)\le-[I(\zeta_0+h)-I(\zeta_0)] ,
\end{equation}
and for the backward step
\begin{equation}
S(\zeta_0)-S(\zeta_0-h)\ge-[I(\zeta_0)-I(\zeta_0-h)] .
\end{equation}
The second line is $E(\zeta_0-h)\le E(\zeta_0)$ with its terms rearranged. Divide each by $h$ and let $h\to0$. The first gives $S'\le-I'$, the second $S'\ge-I'$, and together they give Eq.~\eqref{eq:balance}. The gain in interaction covers the strain of the next step, but did not exceed the strain of the last one.

\subsection{The direction without a small parameter}

Choose a fixed interval that contains the barrier. Let $\zeta_0$ maximize $E$ on it and $\zeta_\lambda$ maximize $E_\lambda$. By the definition of each maximum,
\begin{align}
E(\zeta_0)&\ge E(\zeta_\lambda),\\
E(\zeta_\lambda)+\lambda g(\zeta_\lambda)&\ge E(\zeta_0)+\lambda g(\zeta_0).
\end{align}
Add the two inequalities. The values of $E$ cancel, and division by $\lambda>0$ leaves
\begin{equation}
g(\zeta_\lambda)\ge g(\zeta_0).
\label{eq:order}
\end{equation}
If $g$ decreases throughout the interval, a larger value of $g$ belongs to a smaller coordinate. Hence $\zeta_\lambda\le\zeta_0$.

Equality is excluded when $\zeta_0$ is an interior point with $g'(\zeta_0)<0$. If the two maxima coincided, both $E'(\zeta_0)=0$ and $E'(\zeta_0)+\lambda g'(\zeta_0)=0$ would hold, which would require $g'(\zeta_0)=0$. The shift is therefore strictly earlier for every positive $\lambda$. If the new maximum falls on the lower end of the interval, however, there may be no barrier left inside it.

\subsection{The distance by completing a square}

The distance needs the shape of the summit. Write $K=|E''(\zeta_0)|$, $\gamma=-g'(\zeta_0)>0$ and $x=\zeta-\zeta_0$. Near the summit,
\begin{align}
E_\lambda
&\simeq E(\zeta_0)+\lambda g(\zeta_0)-\tfrac12Kx^2-\lambda\gamma x\nonumber\\
&=E(\zeta_0)+\lambda g(\zeta_0)+\frac{\lambda^2\gamma^2}{2K}
-\frac K2\left(x+\frac{\lambda\gamma}{K}\right)^2 .
\end{align}
The last square is subtracted, so the maximum lies where it vanishes, at $x=-\lambda\gamma/K$. Replacing $\gamma$ by $-g'$ and $K$ by $-E''$ gives $x=-\lambda g'/E''$, as in Eq.~\eqref{eq:shift}. The remaining constants reproduce Eq.~\eqref{eq:height}.

A flat summit separates the two parts of this argument. Suppose that $E\simeq E(\zeta_0)-Qx^4/4$ with $Q>0$. Equation~\eqref{eq:shift} fails because $E''=0$, while Eq.~\eqref{eq:order} still gives the direction. Setting the slope $-Qx^3-\lambda\gamma$ to zero gives $x=-(\lambda\gamma/Q)^{1/3}$. The shift is still earlier, but it is no longer proportional to $\lambda$.

\section{What each derivation assumes}

The slope derivation is local. It needs $g'$ at one point, a nonzero curvature there, and a small perturbation. It gives the distance and applies to any ordinary stationary point. At the adduct, for example, $E''>0$, so $g'<0$ moves the minimum later. Adduct and transition state approach each other, which is how a sufficiently strong growing interaction can remove a barrier.

The energy comparison needs no curvature and no small $\lambda$ to fix the direction. In return it uses a $g$ that decreases over the whole interval, a condition that is sufficient but not necessary, and it concerns the highest point on that interval. If $g$ first falls and then rises, a large perturbation could favour a different summit, while the local result would still describe small displacements of the original one.

\subsection{Change of coordinate}

Let $u(\zeta)$ be another smooth coordinate with $u'>0$. Then $g_u=g'/u'$, and
\begin{equation}
E_{uu}=\frac{E''}{u'^2}-\frac{E'u''}{u'^3}.
\end{equation}
The last term vanishes at the transition state because $E'=0$. Thus
\begin{equation}
\delta u=-\lambda\frac{g_u}{E_{uu}}
=-\lambda\frac{g'/u'}{E''/u'^2}=u'\delta .
\end{equation}
The number changes with the coordinate, but ``earlier'' keeps its meaning.

\subsection{Relaxation of other coordinates}

Let $y$ be one further coordinate and $V(\zeta,y)$ the unperturbed energy, with $V_{yy}>0$. Subscripts denote partial derivatives. Linearizing the two stationarity conditions of $V+\lambda g$ gives
\begin{align}
V_{\zeta\zeta}\delta\zeta+V_{\zeta y}\delta y&=-\lambda g_\zeta,\\
V_{\zeta y}\delta\zeta+V_{yy}\delta y&=-\lambda g_y .
\end{align}
Solve the second equation for $\delta y=-(\lambda g_y+V_{\zeta y}\delta\zeta)/V_{yy}$ and insert it into the first:
\begin{equation}
\left(V_{\zeta\zeta}-\frac{V_{\zeta y}^2}{V_{yy}}\right)\delta\zeta
=-\lambda\left(g_\zeta-g_y\frac{V_{\zeta y}}{V_{yy}}\right).
\label{eq:relaxed}
\end{equation}
On the relaxed path $V_y=0$, so $dy/d\zeta=-V_{\zeta y}/V_{yy}$. The right-hand bracket is therefore the total derivative of $g$ along that path. The left-hand bracket is the curvature of the relaxed profile, which is negative at a first-order saddle with $V_{yy}>0$. Equation~\eqref{eq:shift} survives with these two replacements.

The partial derivative alone can mislead. Take $V=E(\zeta)+\tfrac12ky^2+cy\zeta^2$ and $g=-\zeta/2-5y$, with lengths in \AA, $k=5$ eV/\AA$^2$ and $c=1$ eV/\AA$^3$, and let $E$ be the curve of the next section. The partial slope $g_\zeta$ is $-0.500$ \AA$^{-1}$, but the slope along the path is $+0.353$ \AA$^{-1}$. Direct solution for the saddle gives a later shift, $+0.0236$ \AA\ per eV of $\lambda$.

\section{Numbers for a proton transfer}

Round model parameters are chosen to illustrate proton transfer to an aluminium alkyl. The strain curve has the form of an O--H stretch alone; deformation of the alkyl is not modelled separately. The curves are
\begin{align}
S(\zeta)&=D(1-e^{-a\zeta})^2,\\
I(\zeta)&=-A-B\,\sigma(\zeta),\quad
\sigma(\zeta)=\frac{1}{1+e^{-(\zeta-\zeta_c)/w}},
\end{align}
with $D=B=5.00$ eV, $a=2.20$ \AA$^{-1}$, $A=0.45$ eV, $\zeta_c=0.60$ \AA\ and $w=0.20$ \AA. The second precursor has $g=-\sigma$ and $\lambda=0.10$ eV: its interaction step is 2\% deeper.

The maximum, located from energies alone, lies at $0.429$ \AA. There $S=1.864$ eV and $I=-1.940$ eV, so the transition state is $0.076$ eV below separated reactants. The adduct lies at $-0.703$ eV, which makes the barrier from the adduct $0.627$ eV. The slopes at the maximum are $+5.231$ and $-5.231$ eV/\AA, as Eq.~\eqref{eq:balance} requires.

With $g'=-1.046$ \AA$^{-1}$ and $E''=-14.73$ eV/\AA$^2$,
\begin{equation}
\delta=-\frac{(0.10)(-1.046)}{-14.73}\ \text{\AA}=-0.0071\ \text{\AA}.
\end{equation}
The directly located shift is $-0.0070$ \AA. Two controls use the same $\lambda$. The uniform shape $g=-1$ gives no shift to the printed precision, and the fading shape $g=-(1-\sigma)$ gives $+0.0072$ \AA, although it lowers the transition state by $0.070$ eV relative to separated reactants.

For the growing interaction, Eq.~\eqref{eq:barrier} gives $0.10[-0.298-(-0.055)]=-0.024$ eV, and the direct change is also $-0.024$ eV, or $-2.3$ kJ/mol. At 500 K, $k_BT=0.0431$ eV. With equal prefactors the rate constant for the step from adduct to product increases by $\exp(0.0240/0.0431)\simeq1.75$. This is not necessarily the gain in the overall surface rate. The transition state lies only $0.076$ eV below separated reactants, so the adduct can also desorb. If desorption is fast and coverage low, the rate follows the transition-state energy relative to separated reactants. The growing shape then gives $\exp(0.0294/0.0431)\simeq2.0$, and the fading shape, which raises the barrier from the adduct, gives $\exp(0.070/0.0431)\simeq5$.

The components need care. At its own, earlier transition state, the second precursor has less strain:
\begin{equation}
S'\delta=(5.231)(-0.0071)\ \text{eV}=-0.037\ \text{eV}.
\end{equation}
Its interaction changes by
\begin{equation}
\lambda g+I'\delta=-0.030+0.037=+0.007\ \text{eV},
\end{equation}
in agreement with the direct value. The interaction is weaker at the new transition state although its curve is stronger at every $\zeta$. A table of transition-state components would suggest that reduced strain caused the lower barrier, yet the strain curve is unchanged. Comparing the curves at equal $\zeta$ reveals the cause.

\section{The model beside the real process}

A temperature of 500 K lies within the range used for alumina deposition from aluminium alkyls, and an O--H bond strength near 5 eV is a reasonable rough value. The other parameters are illustrative and do not describe a particular surface site. The largest omission sized here is zero-point motion. In the harmonic approximation with the bare proton mass, the adduct has $0.19$ eV of zero-point energy along $\zeta$, which lowers the threshold from $0.63$ to about $0.44$ eV.

Tunnelling is also substantial. It was estimated from the semiclassical transmission $1/(1+e^{2\theta})$, where $\theta$ is the barrier action divided by $\hbar$, continued above the summit by a parabola. The thermal average starts at the adduct's zero-point level and gives factors of about $5.4$ and $5.5$ for the two precursors. For a barrier $V_0/\cosh^2(x/b)$ with $V_0=0.6$ eV and $b=0.3$ \AA, averaged from $0.2$ eV upwards at 500 K, the method gives $0.89$ of the exact result. The barrier quantum $\hbar\omega=0.25$ eV rests on the bare proton mass; if motion of the heavier atoms changes the effective mass, this quantum varies, at fixed curvature, as the inverse square root of that mass. The tunnelling factors depend on the mass too: doubling it reduces both to a little over 2.

These effects alter the absolute rate far more than the comparison. The two precursors have nearly the same well and barrier shapes, so the zero-point change lowers the rate ratio by only about 2\% and the tunnelling change raises it by about 3\%. These nearly cancel here, and with both included the ratio is again about $1.75$. The cancellation holds only to a few per cent. The average treats the energy as continuous, although the lowest levels of the well are about $0.3$ eV apart, far more than $k_BT$, and starting the average at the bottom of the well gives $1.78$. Thermal motion can also displace the bottleneck. If one classical transverse frequency doubles per \AA, the free energy gains a slope $k_BT\ln2$, and Eq.~\eqref{eq:shift} gives a later shift of $0.002$ \AA, against $0.007$ \AA\ from the extra interaction. An equal tightening in both precursors cancels from their comparison to leading order. The zero-point energies of the other vibrations also change between adduct and transition state and can shift the threshold in either direction. They remain outside these estimates, as do surface coverage, the full vibrational entropy and changes of reaction path.

For ligand design, the model supports a conditional rule: at fixed strain curve, a modification that strengthens the interaction more at the transition state than in the adduct lowers the barrier between them, to first order. The transition state moves earlier if that strengthening is still growing at the summit. The rule concerns the barrier from the adduct; where desorption competes with reaction, the energy of the transition state relative to separated reactants can decide the overall rate instead. The numerical output below gives the values at higher precision.

\section*{Numbers as computed}
\begin{verbatim}
Morse depth: 5.00 eV
Morse rate: 2.20 1/angstrom
Constant adduct term: 0.45 eV
Interaction step depth: 5.00 eV
Step centre: 0.60 angstrom
Step width: 0.20 angstrom
Extra interaction lam: 0.10 eV
Temperature: 500 K
kT: 0.0431 eV
Adduct position: 0.0293 angstrom
Adduct energy: -0.7030 eV
TS position: 0.4287 angstrom
TS energy: -0.0762 eV
Product-side minimum position: 1.0925 angstrom
Product-side minimum energy: -0.9205 eV
Strain at TS: 1.8642 eV
Interaction at TS: -1.9405 eV
Strain slope at TS: 5.2308 eV/angstrom
Interaction slope at TS: -5.2308 eV/angstrom
Total curvature at TS: -14.731 eV/angstrom^2
g at TS: -0.2981
g at adduct: -0.0545
g slope at TS: -1.0462 1/angstrom
Shift, linear formula: -0.00710 angstrom
Shift, direct: -0.00699 angstrom
Shift, uniform control: 0.00000 angstrom
Shift, fading control: 0.00723 angstrom
TS energy change, fading control: -0.0698 eV
TS energy change, growing: -0.02944 eV
First-order TS energy change: -0.02981 eV
Second-order TS energy term: 0.00037 eV
Barrier from adduct, original: 0.6268 eV
Barrier from adduct, strengthened: 0.6028 eV
Barrier change, direct: -0.02398 eV
Barrier change, first order: -0.02436 eV
Strain change at own TS: -0.03664 eV
Interaction change at own TS: 0.00720 eV
Classical rate ratio: 1.745
2D example: partial g slope: -0.500 1/angstrom
2D example: path g slope: 0.353 1/angstrom
2D example: direct shift per eV: 0.02360 angstrom/eV
Adduct zero-point energy along z: 0.1877 eV
Change of that zero-point energy: -0.00095 eV
Barrier quantum hbar*omega: 0.2472 eV
Tunnelling factor, original: 5.35
Tunnelling factor, strengthened: 5.49
Rate ratio with zero-point and tunnelling: 1.750
Test barrier: semiclassical/exact factor: 0.890
Assumed transverse frequency factor per angstrom: 2.0
Thermal bottleneck shift: 0.00203 angstrom
\end{verbatim}
